# Uniaxial stress and transverse strain in a silicon channel

**Q:** I am modelling a suspended silicon wire, 500 nm long, 50 nm wide and 20 nm thick. It is pulled along its length with a stress of 1 GPa, and nothing touches its sides. I have therefore entered one strain component, along the length, and set the transverse ones to zero. The stress is uniaxial, so the strain must be too.

**A:** The first half of that is right. Let $\mathbf n$ be the unit vector along the wire, and count tension as positive. The stress is

$$\sigma_{ij}=\sigma\,n_i n_j .$$

It is uniform, so its divergence vanishes and every interior piece is in balance. On a side face with outward normal $\mathbf m$, the force per area is $\sigma_{ij}m_j=\sigma n_i(\mathbf n\cdot\mathbf m)=0$, because $\mathbf m$ is perpendicular to $\mathbf n$. On the end faces it is $\pm\sigma\mathbf n$, which is the applied pull.

Zero force on a side face is a statement about stress. It does not say that the face stays where it was. You have replaced "no force" by "no displacement", and these are different boundary conditions.

**Q:** Could there be a second solution with the same forces, in which the sides do stay put?

**A:** Not in linear elasticity with positive elastic energy. Subtract the two solutions. The difference is an elastic state with no load on any face, so no work is done in reaching it and its elastic energy is zero. An energy that is positive for every nonzero strain then forces the difference in strain to vanish. Only a rigid motion is left undetermined. There is one strain, and we find it by putting the stress into Hooke's law.

**Q:** Then show me Hooke's law for silicon.

**A:** In the cubic crystal axes $x,y,z$, with tensor strains $\varepsilon_{ij}$,

$$\sigma_{xx}=C_{11}\varepsilon_{xx}+C_{12}(\varepsilon_{yy}+\varepsilon_{zz}),\qquad \sigma_{xy}=2C_{44}\varepsilon_{xy},$$

and likewise for the other axes. The energy is positive if $C_{11}>C_{12}$, $C_{11}+2C_{12}>0$ and $C_{44}>0$.

To invert the law, let $T=\varepsilon_{xx}+\varepsilon_{yy}+\varepsilon_{zz}$. The first equation becomes $\sigma_{xx}=(C_{11}-C_{12})\varepsilon_{xx}+C_{12}T$. Adding the three normal stresses gives $\mathrm{Tr}\,\sigma=(C_{11}+2C_{12})T$. Eliminating $T$,

$$\varepsilon_{xx}=\frac{1}{C_{11}-C_{12}}\left[\sigma_{xx}-\frac{C_{12}}{C_{11}+2C_{12}}\,\mathrm{Tr}\,\sigma\right].$$

The coefficient of $\sigma_{xx}$ is called $s_{11}$ and that of $\sigma_{yy}$ or $\sigma_{zz}$ is called $s_{12}$:

$$s_{11}=\frac{C_{11}+C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})},\qquad s_{12}=\frac{-C_{12}}{(C_{11}-C_{12})(C_{11}+2C_{12})}.$$

For shear, $\varepsilon_{xy}=\tfrac12 s_{44}\sigma_{xy}$ with $s_{44}=1/C_{44}$.

A pull along $x$ alone already settles your question of principle. It gives $\varepsilon_{yy}=\varepsilon_{zz}=s_{12}\sigma$, which is nonzero whenever $C_{12}$ is.

**Q:** My wire runs along $[110]$, not along a cube axis.

**A:** Then insert $\sigma n_in_j$ for a general $\mathbf n$. Its trace is $\sigma$, since $\mathbf n$ has unit length. The diagonal strains are $\sigma[s_{12}+(s_{11}-s_{12})n_i^2]$ and the off-diagonal ones are $\tfrac12 s_{44}\sigma n_in_j$. One expression covers both (no sum over $i$):

$$\varepsilon_{ij}=\sigma\left[s_{12}\delta_{ij}+\tfrac12 s_{44}n_in_j+S\,n_i^2\delta_{ij}\right],\qquad S=s_{11}-s_{12}-\tfrac12 s_{44}.$$

On the diagonal the last two terms add to $(s_{11}-s_{12})n_i^2$, as required. The strain along a transverse unit vector $\mathbf m$ is $\varepsilon_m=\sum_{ij}m_im_j\varepsilon_{ij}$. The middle term gives $(\mathbf n\cdot\mathbf m)^2=0$, so

$$\varepsilon_m=\sigma\left[s_{12}+S\sum_i n_i^2m_i^2\right].$$

In an elastically isotropic solid $S=0$, and all transverse directions respond alike. In a cubic crystal with $S\neq0$ they need not.

For your wire, $n_i^2=(\tfrac12,\tfrac12,0)$. I take the width along $[1\bar10]$, where $m_i^2=(\tfrac12,\tfrac12,0)$ and the sum is $\tfrac12$. The thickness is along $[001]$, where the sum is zero. Hence

$$\varepsilon_w=\sigma\left(s_{12}+\tfrac12S\right)=\frac{\sigma}{4}(2s_{11}+2s_{12}-s_{44}),\qquad \varepsilon_t=\sigma s_{12}.$$

Along the length we put $\mathbf m=\mathbf n$. The middle term now contributes $\tfrac12s_{44}$ and $\sum_i n_i^4=\tfrac12$, so

$$\varepsilon_l=\sigma\left(s_{12}+\tfrac12s_{44}+\tfrac12S\right)=\frac{\sigma}{4}(2s_{11}+2s_{12}+s_{44})=\frac{\sigma}{E}.$$

**Q:** How large are they at 1 GPa?

**A:** I use rough typical stiffnesses for silicon, $C_{11}=166$, $C_{12}=64$ and $C_{44}=80$ GPa. They give $s_{11}=0.007670$, $s_{12}=-0.002134$ and $s_{44}=0.012500$ per GPa. Since $2s_{11}+2s_{12}=0.01107$ per GPa,

$$\varepsilon_l=\frac{0.01107+0.01250}{4}=0.589\%,\qquad \varepsilon_w=\frac{0.01107-0.01250}{4}=-0.036\%,\qquad \varepsilon_t=-0.213\%.$$

The wire becomes 2.95 nm longer, 0.018 nm narrower and 0.043 nm thinner. Young's modulus is $E=170$ GPa. The Poisson ratios, defined as minus the transverse strain over the axial strain, are 0.061 for the width and 0.362 for the thickness.

**Q:** Why does the width hardly respond, when the thickness responds six times as strongly?

**A:** Look at the same deformation in the crystal axes. The pull stretches both $x$ and $y$ by 0.277%, and it also produces a shear $\varepsilon_{xy}=0.3125\%$. Along $[110]$ the two add, $0.277+0.3125=0.589$. Along $[1\bar10]$ they subtract, $0.277-0.3125=-0.036$. The small width strain is what remains of two larger strains, so it is sensitive to the stiffnesses. The thickness has no such competition.

**Q:** I suppose the wire gets thinner to keep its volume.

**A:** It does not keep its volume. From the sum of the normal stresses, $T=\sigma/(C_{11}+2C_{12})=1/294=0.340\%$, so the volume grows. The contraction follows from the absence of lateral stress. To see this, work out the state you entered in your model, a strain $e$ along $[110]$ and nothing else.

In the crystal axes it has $\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_{xy}=e/2$ and $\varepsilon_{zz}=0$. Hooke's law gives $\sigma_{xx}=\sigma_{yy}=(C_{11}+C_{12})e/2$, $\sigma_{xy}=C_{44}e$ and $\sigma_{zz}=C_{12}e$. The normal stress along the length is $\sigma_{xx}+\sigma_{xy}$, and across the width it is $\sigma_{xx}-\sigma_{xy}$:

$$\sigma_l=\tfrac12(C_{11}+C_{12}+2C_{44})e=Me,\qquad \sigma_w=\tfrac12(C_{11}+C_{12}-2C_{44})e,\qquad \sigma_t=C_{12}e.$$

For $e=0.589\%$ these are 1.15, 0.21 and 0.38 GPa. Something would have to pull outwards on the sides with 0.21 GPa and on the top and bottom with 0.38 GPa. Your wire has nothing there to do it.

**Q:** And if I start from that state and let go of the sides?

**A:** Hold the length fixed and release them. The derivative of the energy density with respect to a strain component is the conjugate stress, so the energy is lowest where the lateral stresses vanish. That is the free-sided state, with energy density $\tfrac12\sigma_le=\tfrac12Ee^2$. Before release it was $\tfrac12Me^2$, with $M=195$ GPa. The ratio is $E/M=169.7/195=0.87$, so the release lowers the elastic energy by 13% of its initial value. A direct numerical minimization over the other five strain components, at fixed axial strain, gives the same energy and the same two contractions.

**Q:** So every crystal with free sides gets thinner when it is pulled?

**A:** That goes too far. The pure strain above needs no lateral stress if $C_{12}=0$ and $C_{11}=2C_{44}$. A crystal with those stiffnesses, pulled along $[110]$, would keep its width and thickness.

The width can even grow. From the formula for $\varepsilon_w$, this happens under tension when $2(s_{11}+s_{12})>s_{44}$. Since $s_{11}+s_{12}=C_{11}/[(C_{11}-C_{12})(C_{11}+2C_{12})]$, the condition is

$$2C_{11}C_{44}>(C_{11}-C_{12})(C_{11}+2C_{12}).$$

Take the round values 130, 110 and 60 GPa for $C_{11}$, $C_{12}$ and $C_{44}$, which stand for no particular material. The left side is 15600 and the right side 7000, in GPa$^2$. This crystal is stable, and its Poisson ratio for the width is $-0.38$. For silicon the two sides are 26560 and 29988, so the width shrinks, but not by much.

**Q:** Could silicon grow sideways for some other direction of pull?

**A:** No, and the proof is short. Put $a_i=n_im_i$. Perpendicularity means $\sum_i a_i=0$, and the Cauchy–Schwarz inequality gives $\sum_i|a_i|\le1$. The positive and negative parts of the sum cancel, so no single $|a_i|$ exceeds $\tfrac12$. Therefore

$$\sum_i n_i^2m_i^2=\sum_i a_i^2\le\max_i|a_i|\,\sum_i|a_i|\le\tfrac12 .$$

For silicon $S=0.003554$ per GPa is positive, so $\varepsilon_m/\sigma$ is at most $s_{12}+\tfrac12S=-0.00036$ per GPa. With these stiffnesses, every transverse direction contracts under tension, whatever the direction of pull. Your $[1\bar10]$ width reaches the bound, so it is the weakest case. Under compression all the signs reverse, and a wire that stays straight becomes wider and thicker. Yours would not stay straight at 1 GPa. With length $L$, thickness $t$ and both ends clamped, Euler's formula gives buckling at $\pi^2Et^2/(3L^2)=0.89$ GPa.

**Q:** The thickness changes by 0.043 nm, much less than an atomic spacing. Surely the electrons don't care.

**A:** They respond to the strain of each unit cell, not to the total displacement of the surface. Silicon has six conduction valleys, two along each cube axis. To first order in strain, a valley along axis $i$ moves by $\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{ii}$. The first term is common to all six. Call the two valleys along $[001]$ $\Delta_2$ and the four in-plane ones $\Delta_4$. Your pull gives $\varepsilon_{xx}=\varepsilon_{yy}=\sigma(s_{11}+s_{12})/2$ and $\varepsilon_{zz}=\sigma s_{12}$, so

$$E(\Delta_4)-E(\Delta_2)=\Xi_u(\varepsilon_{xx}-\varepsilon_{zz})=\frac{\Xi_u\sigma}{2}(s_{11}-s_{12})=\frac{\Xi_u\sigma}{2(C_{11}-C_{12})}.$$

With the rough value $\Xi_u=9.0$ eV this is $9.0/(2\times102)$ eV, or 44.1 meV (0.0441 eV).

Your model has the same axial strain $e$ but no transverse strain. It has $\varepsilon_{xx}=e/2$ and $\varepsilon_{zz}=0$, which gives $\Xi_ue/2=26.5$ meV. That is 40% below the free-sided result.

**Q:** Which of the two contractions did the damage?

**A:** The thickness. Write $\nu_w$ and $\nu_t$ for the two Poisson ratios. Then $\varepsilon_{xx}=(\varepsilon_l+\varepsilon_w)/2=e(1-\nu_w)/2$ and $\varepsilon_{zz}=-\nu_te$. The ratio of the true splitting to yours is

$$1-\nu_w+2\nu_t=1-0.061+0.724=1.66 .$$

The width contraction lowers the splitting slightly. The thickness contraction raises it by almost three quarters of your value.

**Q:** Does that matter at room temperature?

**A:** At 300 K, $k_BT=25.85$ meV, so the free-sided splitting is 1.7 times $k_BT$ and yours is 1.03 times $k_BT$. For a dilute electron gas with the same density of states in each valley, the fraction of electrons in $\Delta_2$ is

$$f=\frac{2}{2+4\,e^{-\Delta E/k_BT}} .$$

Without strain $f=1/3$. With free sides $f=0.73$, and with your strain $f=0.58$. The mobility depends on this fraction, but also on changes of mass and scattering, which I have not calculated.

**Q:** A wire has to be held somewhere. Do the grips spoil the result?

**A:** Near the ends they do. I solved a finite-element model of your wire in which both end faces can't contract sideways, with the mean axial strain held at 0.589%. The mesh is coarse, with cells of 12.5 nm along the length and width and 10 nm through the thickness, so the values close to the grips are rough.

On this mesh, the thickness strain 25 nm from an end is within about 3% of the free value; refining the mesh brings it to $-0.215\%$, within 1%, and lowers the axial strain at the middle by 0.001 percentage points, to 0.590%. At 50 nm it is $-0.214\%$, and the width strain is $-0.036\%$, both close to the free values. At the middle the axial strain is 0.591%, and the ratios $0.2140/0.5909=0.362$ and $0.0358/0.5909=0.061$ are the free-sided Poisson ratios. Gripping the ends does not stop the middle from contracting.

**Q:** What about an ordinary channel that sits on a substrate?

**A:** Then the sides are not all free, and the stress is no longer uniaxial. As a simple limit, suppose the substrate holds the width, $\varepsilon_w=0$, while the top is free. The in-plane trace is the same in both sets of axes, $\varepsilon_{xx}+\varepsilon_{yy}=\varepsilon_l+\varepsilon_w=e$. A free top means

$$0=\sigma_{zz}=C_{11}\varepsilon_t+C_{12}e,\qquad\text{so}\qquad \varepsilon_t=-\frac{C_{12}}{C_{11}}\,e=-0.227\%$$

at the same axial strain as before. The splitting is $\Xi_u(e/2-\varepsilon_t)=47.0$ meV, 6% above the free-sided value. Even here it would be wrong to set the thickness strain to zero.

**Q:** How far should I trust 44 meV for a real wire?

**A:** A stress of 1 GPa along $[110]$ is in the range used for strained silicon channels, and the stiffnesses and $\Xi_u$ are rough typical values. The splitting is proportional to $\Xi_u$, so an error there carries over directly. Several other corrections can be sized for your dimensions.

- **Surface stress.** An assumed tension of 1 N/m on all side faces, with the wire free to shorten, shifts the splitting by $-7.1$ meV on average over the cross-section. The shift is not uniform, because the surface tension loads the section through its corners: it is about $-10.5$ meV at the centre and close to zero near the narrow side faces. It also changes the mean width by $-0.045\%$, more than your load does. All these values scale with the assumed tension. This offset is present before you pull; if the surface stress does not depend on strain, the linear response to the pull is unchanged.
- **Confinement.** Hard walls 20 nm apart across the thickness add 3.9 meV, because the $\Delta_2$ valleys have the heavier mass in that direction. The walls 50 nm apart across the width take back about 0.3 meV, because there $\Delta_2$ has the lighter mass.
- **Shear.** A two-band model, with a shear potential of 14 eV and a band separation of 0.53 eV, lowers $\Delta_2$ by a further 3.6 meV at second order in the shear.
- **Nonlinear elasticity.** With 1 GPa counted per unloaded cross-section, rough third-order constants change the axial strain from 0.589% to 0.598% and the thickness strain from $-0.213\%$ to $-0.218\%$, relative changes of about 1.5% and 2%.
- **Heating.** A rise of 100 K expands a free wire by 0.026% in every direction. That is comparable with the width contraction, but it does not split the valleys. At 400 K and the same splitting, $f$ falls from 0.73 to 0.64.
- **High density.** At $10^{19}$ electrons per cm$^3$ and 300 K, Fermi statistics give $f=0.69$ instead of 0.73.

The largest shift of the splitting in this list is that of the assumed surface stress, 16% of 44 meV on average and 24% at the centre of the wire. Leaving out the transverse strains costs 40%. In a real device, check whether the sides are free, since a gate stack or a substrate can hold them. Which side is held matters. Holding the width raised the splitting by 6%. Holding the thickness instead, with the width free and the same axial strain, gives $\varepsilon_w=-(35/195)e$ and a splitting of $\Xi_u(e+\varepsilon_w)/2=21.8$ meV, about half the free-sided value. A particular device needs its own boundary conditions.

**Q:** So what should I enter in my model?

**A:** For the suspended wire, enter the stress and let Hooke's law supply the strain. If your code accepts strains only, enter all three: 0.589% along the length, $-0.036\%$ across the width and $-0.213\%$ through the thickness. If it works in the cube axes, enter $\varepsilon_{xx}=\varepsilon_{yy}=0.277\%$, $\varepsilon_{zz}=-0.213\%$ and $\varepsilon_{xy}=0.3125\%$. Check whether the code expects this tensor shear or the engineering shear, which is twice as large. The remaining values are in the numerical output below.

## Numbers as computed

```
Input C11, C12, C44: 166, 64, 80 GPa
Input stress along [110]: 1.0 GPa
Input length, width, thickness: 500, 50, 20 nm
Input deformation potential Xi_u: 9.0 eV
s11, s12, s44: 0.007670, -0.002134, 0.012500 1/GPa
Anisotropy S: 0.003554 1/GPa
Young modulus [110]: 169.70 GPa
Poisson ratio, width [1-10]: 0.0606
Poisson ratio, thickness [001]: 0.3622
Si Poisson ratio over all directions: 0.0606 to 0.3622
Axial strain: 0.5893 %
Width strain: -0.0357 %
Thickness strain: -0.2134 %
Volume change: 0.3401 %
Length change: 2.9464 nm
Width change: -0.0179 nm
Thickness change: -0.0427 nm
Pure-strain axial modulus M: 195.0 GPa
Pure strain at same e, axial stress: 1.1491 GPa
Pure strain at same e, width stress: 0.2062 GPa
Pure strain at same e, thickness stress: 0.3771 GPa
Energy after release / before: 0.8703
Growing-width set C11, C12, C44: (130.0, 110.0, 60.0) GPa
Growing-width set, width Poisson ratio: -0.3805
Crystal-axis strain xx = yy: 0.2768 %
Crystal-axis tensor shear xy: 0.3125 %
Valley splitting, free sides: 44.12 meV
Valley splitting, transverse strain dropped: 26.52 meV
Ratio of the two splittings: 1.664
kT at 300 K: 25.85 meV
Delta2 fraction 300 K, unstrained: 0.333
Delta2 fraction 300 K, free sides: 0.734
Delta2 fraction 300 K, strain dropped: 0.582
Width held, top free: thickness strain -0.2272 %
Width held, top free: splitting 46.96 meV
Gripped ends, 25 nm from end: width -0.0346 %, thickness -0.2195 %
Gripped ends, 50 nm from end: width -0.0361 %, thickness -0.2138 %
Gripped ends, 250 nm from end: width -0.0358 %, thickness -0.2140 %
Gripped ends, axial strain at middle: 0.5909 %
Input C111, C112, C123, C144, C155: -800, -450, -75, 15, -310 GPa
Nonlinear axial, width, thickness strain: 0.5980, -0.0356, -0.2176 %
Input surface stress: 1.0 N/m
Surface offset axial, width, thickness: -0.0704, -0.0454, 0.0205 %
Surface offset of splitting: -7.06 meV
Input expansion coefficient: 2.6e-06 1/K
Thermal strain for 100 K heating: 0.0260 %
Delta2 fraction 400 K, free sides: 0.643
Input masses long, trans: 0.92, 0.19 electron masses
Confinement addition to splitting: 3.93 meV
Input shear potential, two-band gap: 14.0, 0.53 eV
Shear shift of Delta2: -3.61 meV
Delta2 fraction 300 K, Fermi, 1e+19 cm^-3: 0.692
```
